# Can a simultaneous impact on two spheres be split into binary collisions?: test program

```python
"""Simultaneous versus successive impacts of three identical bodies.

Result under test: a smooth elastic hard sphere (speed v along +x) that strikes
two touching identical spheres symmetrically leaves with velocity -v/5.
If one target is struck first, it leaves with v*(-1/8, -+sqrt(3)/8), speed v/4.
Symbols: D sphere diameter, b sideways offset of the striker's path,
j1, j2 target speeds divided by v, tau duration of the first contact,
b_c offset beyond which the two contacts no longer overlap in time.
Checks: symbolic conservation laws, event-driven hard spheres, trajectories
with finite contact stiffness, and silicon atoms with the ZBL potential.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import beta

C30 = math.sqrt(3) / 2
SIMULTANEOUS = np.array([-1 / 5, 0.0])
UPPER_FIRST = np.array([-1 / 8, -math.sqrt(3) / 8])

# ---------- conservation laws with mirror symmetry ----------
w, u = sp.symbols("w u", real=True)
roots = sp.solve([w + sp.sqrt(3) * u - 1, w**2 + 2 * u**2 - 1], [w, u])
moving = [r for r in roots if sp.simplify(r[1]) != 0]
assert len(moving) == 1
w_sym, u_sym = [float(q) for q in moving[0]]
assert abs(w_sym - SIMULTANEOUS[0]) < 1e-12
assert abs(u_sym - 2 * math.sqrt(3) / 5) < 1e-12


# ---------- event-driven ideal hard spheres, D = 1, v = 1 ----------
def event_driven(offset):
    pos = np.array([[-2.0, offset], [0.0, 0.5], [0.0, -0.5]])
    vel = np.array([[1.0, 0.0], [0.0, 0.0], [0.0, 0.0]])
    order = []
    for _ in range(20):
        best = None
        for i, k in ((0, 1), (0, 2), (1, 2)):
            r, g = pos[k] - pos[i], vel[k] - vel[i]
            rg, gg = r @ g, g @ g
            if rg >= -1e-13:
                continue
            disc = rg**2 - gg * (r @ r - 1)
            if disc <= 0:
                continue
            t = (-rg - math.sqrt(disc)) / gg
            if t > -1e-10 and (best is None or t < best[0]):
                best = (t, i, k)
        if best is None:
            return vel, order
        t, i, k = best
        pos = pos + vel * t
        n = pos[k] - pos[i]
        n = n / np.linalg.norm(n)
        exchange = ((vel[i] - vel[k]) @ n) * n
        vel[i] -= exchange
        vel[k] += exchange
        order.append((i, k))
    raise RuntimeError("collision sequence did not end")


hard_up, order_up = event_driven(1e-7)
hard_down, order_down = event_driven(-1e-7)
assert order_up == [(0, 1), (0, 2)] and order_down == [(0, 2), (0, 1)]
assert np.allclose(hard_up[0], UPPER_FIRST, atol=1e-5)
assert np.allclose(hard_down[0], UPPER_FIRST * [1, -1], atol=1e-5)
mean_orders = (hard_up[0] + hard_down[0]) / 2
assert np.linalg.norm(mean_orders - SIMULTANEOUS) > 0.05

# two independent binary kicks simply added
normals = np.array([[C30, 0.5], [C30, -0.5]])
kicks = normals @ np.array([1.0, 0.0])
added = np.array([1.0, 0.0]) - kicks @ normals
added_energy = added @ added + kicks @ kicks
assert abs(added_energy - 7 / 4) < 1e-12


# ---------- trajectories of equal masses with central repulsion ----------
def trajectory(pos, vel, pairs, accel, duration, max_step, rtol):
    n = len(pos)

    def rhs(t, y):
        out = np.zeros(4 * n)
        out[:2 * n] = y[2 * n:]
        for i, k in pairs:
            dx, dy = y[2 * k] - y[2 * i], y[2 * k + 1] - y[2 * i + 1]
            r = math.hypot(dx, dy)
            a = accel(r)
            if a:
                ax, ay = a * dx / r, a * dy / r
                out[2 * n + 2 * i] -= ax
                out[2 * n + 2 * i + 1] -= ay
                out[2 * n + 2 * k] += ax
                out[2 * n + 2 * k + 1] += ay
        return out

    start = np.concatenate([np.ravel(pos), np.ravel(vel)])
    sol = solve_ivp(rhs, (0, duration), start, method="DOP853",
                    rtol=rtol, atol=1e-11, max_step=max_step)
    assert sol.success
    return (sol.t, sol.y[:2 * n].T.reshape(-1, n, 2),
            sol.y[2 * n:].T.reshape(-1, n, 2))


# ---------- steel balls: lengths in um, times in us ----------
diameter_m, speed = 0.010, 0.1            # m ; m/s = um/us
young, poisson, density = 210e9, 0.3, 7800.0   # rough values for steel
D = diameter_m * 1e6
ball_mass = density * math.pi * diameter_m**3 / 6
hertz_k = (4 / 3) * young / (2 * (1 - poisson**2)) * math.sqrt(diameter_m / 4)
delta_head = (5 * (ball_mass / 2) * speed**2 / (4 * hertz_k))**0.4 * 1e6
delta_first = delta_head * C30**0.8
tau = 2 * delta_first / (C30 * speed) * 0.4 * beta(0.4, 0.5)
b_c = 3 * math.sqrt(3) / 8 * speed * tau


def balls(offset, power=1.5):
    stiffness = (power + 1) * speed**2 / (4 * delta_head**(power + 1))

    def accel(r):
        return stiffness * (D - r)**power if r < D else 0.0

    x0 = -math.sqrt(D**2 - (D / 2 - offset)**2)
    pos = [[x0, offset], [0, D / 2], [0, -D / 2]]
    t, p, v = trajectory(pos, [[speed, 0], [0, 0], [0, 0]],
                         [(0, 1), (0, 2), (1, 2)], accel, 1500, 2.0, 1e-10)
    overlap = [D - np.linalg.norm(p[:, k] - p[:, 0], axis=1) for k in (1, 2)]
    final = v[-1] / speed
    assert abs(np.sum(final**2) - 1) < 1e-4
    return final, t, overlap


for exponent in (1.0, 1.5, 3.0):
    assert np.allclose(balls(0.0, exponent)[0][0], SIMULTANEOUS, atol=1e-3)

offsets = [0.0, 0.1, 0.3, 1.0, 3.0, 10.0]
scan = []
for b in offsets:
    final, times, overlap = balls(b)
    j1, j2 = np.linalg.norm(final[1]), np.linalg.norm(final[2])
    assert abs(j1**2 + j2**2 + j1 * j2 / 2 - C30 * (j1 + j2)) < 3e-3
    scan.append(final[0])
# the last run has well separated contacts
tau_seen = times[overlap[0] > 1e-6].max()
assert abs(tau_seen - tau) < 3.0               # sampling step is 2 us
assert abs(overlap[0].max() / delta_first - 1) < 0.01
assert np.allclose(scan[-1], UPPER_FIRST, atol=4e-3)


def contacts_coexist(offset):
    _, _, ov = balls(offset)
    return bool(np.any((ov[0] > 1e-5) & (ov[1] > 1e-5)))


assert contacts_coexist(0.8 * b_c) and not contacts_coexist(1.2 * b_c)
law_linear, law_cubic = balls(0.3, 1.0)[0][0], balls(0.3, 3.0)[0][0]
assert np.linalg.norm(law_linear - law_cubic) > 0.005

restitution, friction = 0.95, 0.1              # rough values
lossy = np.linalg.solve([[1, 2 * C30], [-C30, 1]], [1, restitution * C30])
friction_shift = 2 * friction * u_sym * 0.5
wave_time = diameter_m / math.sqrt(young / density) * 1e6

# ---------- silicon atoms: nm, fs, eV ----------
Z, lattice = 14, 0.543
bond = math.sqrt(3) / 4 * lattice
coulomb = const.e / (4 * math.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
screen = 0.8854 * bohr / (2 * Z**0.23)
light = const.c * 1e-6
atom_mass = 28.0855 * const.atomic_mass * const.c**2 / const.e / light**2
ZBL = ((0.18175, 3.19980), (0.50986, 0.94229),
       (0.28022, 0.40290), (0.02817, 0.20162))


def potential(r):
    return coulomb * Z**2 / r * sum(
        a * math.exp(-q * r / screen) for a, q in ZBL)


def atom_accel(r):
    total = sum(a * math.exp(-q * r / screen) * (1 / r + q / screen)
                for a, q in ZBL)
    return coulomb * Z**2 / r * total / atom_mass


# derivative of the potential checked by finite difference
slope = (potential(0.12 + 1e-6) - potential(0.12 - 1e-6)) / 2e-6
assert abs(-slope / atom_mass / atom_accel(0.12) - 1) < 1e-6


def atoms(start, velocity, targets):
    s = np.linalg.norm(velocity)
    pos = [start] + list(targets)
    vel = [velocity] + [[0.0, 0.0]] * len(targets)
    pairs = [(0, k + 1) for k in range(len(targets))]
    _, p, v = trajectory(pos, vel, pairs, atom_accel, 12 / s, 0.03 / s, 1e-9)
    energy = 0.5 * atom_mass * np.sum(v[-1]**2, axis=1)
    assert abs(energy.sum() / (0.5 * atom_mass * s**2) - 1) < 1e-3
    return p[-1, 0], v[-1, 0], energy


upper, lower = np.array([0, bond / 2]), np.array([0, -bond / 2])


def together(energy, offset=0.0):
    s = math.sqrt(2 * energy / atom_mass)
    _, v, e = atoms([-1.5, offset], [s, 0.0], [upper, lower])
    return v / s, e


def successive(energy):
    s = math.sqrt(2 * energy / atom_mass)
    p, v, first = atoms([-1.5, 0.0], [s, 0.0], [upper])
    direction = v / np.linalg.norm(v)
    arm = p - lower
    arm = arm - (arm @ direction) * direction
    _, v2, second = atoms(lower + arm - 1.5 * direction, v, [lower])
    return v2 / s, np.array([second[0], first[1], second[1]])


# binary energy transfer from the scattering integral at 100 eV
e_rel, impact = 50.0, bond / 2


def radial(r):
    return 1 - potential(r) / e_rel - (impact / r)**2


r_min = brentq(radial, 0.01, 3.0, xtol=1e-15)
integral = quad(lambda q: q / math.sqrt(radial(r_min / (1 - q * q))), 0, 1)[0]
angle = math.pi - 4 * impact / r_min * integral
transfer_integral = 100.0 * math.sin(angle / 2)**2

energies = [100.0, 300.0, 1000.0, 10000.0]
table, gaps = [], []
for e0 in energies:
    v_tog, e_tog = together(e0)
    v_suc, e_suc = successive(e0)
    assert abs(e_tog[1] / e_tog[2] - 1) < 1e-3
    table.append((v_tog, e_tog, v_suc, e_suc))
    gaps.append(max(abs(e_suc[1:] / e_tog[1:] - 1)))
assert abs(table[0][3][1] / transfer_integral - 1) < 2e-3
assert gaps[-1] < 0.05 and gaps[0] > 3 * gaps[-1]

misaligned = together(100.0, 0.008)[1]
touch_energy = 2 * potential(bond)
v_bohr = const.alpha * light
v_100 = math.sqrt(200 / atom_mass)
stop = (8 * math.pi * coulomb * bohr * Z**(1 / 6) * Z**2
        / (2 * Z**(2 / 3))**1.5 * v_100 / v_bohr)
electronic_loss = stop * 8 / lattice**3 * bond

# ---------- printed results ----------
print("HARD SPHERES (velocities / v, energies / initial energy)")
print(f"simultaneous: striker vx = {w_sym:.4f}, target speed = {u_sym:.4f}")
print(f"  energy shares: {w_sym**2:.4f}, {u_sym**2:.4f}, {u_sym**2:.4f}")
for name, h in (("upper first", hard_up), ("lower first", hard_down)):
    sh = np.sum(h**2, axis=1)
    print(f"{name}: striker ({h[0,0]:.4f}, {h[0,1]:.4f}),"
          f" speed {np.linalg.norm(h[0]):.4f}")
    print(f"  shares striker, upper, lower: {sh[0]:.4f}, {sh[1]:.4f},"
          f" {sh[2]:.4f}")
print(f"mean of both orders: striker vx = {mean_orders[0]:.4f}")
print(f"added kicks: vx = {added[0]:.4f}, total energy = {added_energy:.4f}")
print("STEEL BALLS")
print(f"diameter {diameter_m*1e3:.0f} mm, speed {speed:.1f} m/s")
print(f"rough inputs: E = {young/1e9:.0f} GPa, Poisson ratio {poisson},"
      f" density {density:.0f} kg/m3")
print(f"rebound speed: simultaneous {abs(w_sym)*speed*1e3:.1f} mm/s,"
      f" successive {np.linalg.norm(hard_up[0])*speed*1e3:.1f} mm/s")
print(f"first contact: compression {delta_first:.2f} um, tau {tau:.1f} us")
print(f"offset for separate contacts b_c = {b_c:.2f} um")
for b, s in zip(offsets, scan):
    print(f"  b = {b:4.1f} um: striker/v = ({s[0]:.4f}, {s[1]:.4f}),"
          f" speed/v = {np.linalg.norm(s):.4f}")
print(f"b = 0.3 um, linear force: ({law_linear[0]:.4f}, {law_linear[1]:.4f})")
print(f"b = 0.3 um, cubic force:  ({law_cubic[0]:.4f}, {law_cubic[1]:.4f})")
print(f"restitution {restitution} (rough): simultaneous vx/v = {lossy[0]:.4f}")
print(f"friction {friction} (rough): shift of vx/v up to about"
      f" {friction_shift:.3f}")
print(f"elastic wave crosses a ball in {wave_time:.1f} us")
print("SILICON RECOIL MIDWAY BETWEEN TWO NEIGHBOURS (ZBL)")
print(f"neighbour distance {bond:.4f} nm")
print(f"recoil energy at which atoms act as touching: {touch_energy:.2f} eV")
for e0, (vt, et, vs, es), gap in zip(energies, table, gaps):
    print(f"E = {e0:.0f} eV, energies of recoil, upper, lower in eV:")
    print(f"  together:   {et[0]:.2f}, {et[1]:.3f}, {et[2]:.3f};"
          f" vx/v = {vt[0]:.4f}, vy/v = {vt[1]+0.0:.4f}")
    print(f"  successive: {es[0]:.2f}, {es[1]:.3f}, {es[2]:.3f};"
          f" vx/v = {vs[0]:.4f}, vy/v = {vs[1]:.4f}")
    print(f"  largest relative difference in transfer: {100*gap:.2f} %")
print(f"100 eV, upper transfer by scattering integral:"
      f" {transfer_integral:.3f} eV")
print(f"100 eV, together, path 0.008 nm off axis: {misaligned[0]:.2f},"
      f" {misaligned[1]:.2f}, {misaligned[2]:.2f} eV")
print(f"100 eV, electronic loss over one bond length:"
      f" {electronic_loss:.2f} eV")
displacement_threshold = 15.0
print(f"displacement threshold (rough input): {displacement_threshold:.0f} eV")
print("OK")
```

It prints:

```
HARD SPHERES (velocities / v, energies / initial energy)
simultaneous: striker vx = -0.2000, target speed = 0.6928
  energy shares: 0.0400, 0.4800, 0.4800
upper first: striker (-0.1250, -0.2165), speed 0.2500
  shares striker, upper, lower: 0.0625, 0.7500, 0.1875
lower first: striker (-0.1250, 0.2165), speed 0.2500
  shares striker, upper, lower: 0.0625, 0.1875, 0.7500
mean of both orders: striker vx = -0.1250
added kicks: vx = -0.5000, total energy = 1.7500
STEEL BALLS
diameter 10 mm, speed 0.1 m/s
rough inputs: E = 210 GPa, Poisson ratio 0.3, density 7800 kg/m3
rebound speed: simultaneous 20.0 mm/s, successive 25.0 mm/s
first contact: compression 1.44 um, tau 48.9 us
offset for separate contacts b_c = 3.18 um
  b =  0.0 um: striker/v = (-0.2000, 0.0000), speed/v = 0.2000
  b =  0.1 um: striker/v = (-0.1997, -0.0138), speed/v = 0.2001
  b =  0.3 um: striker/v = (-0.1974, -0.0413), speed/v = 0.2017
  b =  1.0 um: striker/v = (-0.1742, -0.1295), speed/v = 0.2171
  b =  3.0 um: striker/v = (-0.1250, -0.2164), speed/v = 0.2499
  b = 10.0 um: striker/v = (-0.1250, -0.2164), speed/v = 0.2499
b = 0.3 um, linear force: (-0.1981, -0.0347)
b = 0.3 um, cubic force:  (-0.1944, -0.0609)
restitution 0.95 (rough): simultaneous vx/v = -0.1700
friction 0.1 (rough): shift of vx/v up to about 0.069
elastic wave crosses a ball in 1.9 us
SILICON RECOIL MIDWAY BETWEEN TWO NEIGHBOURS (ZBL)
neighbour distance 0.2351 nm
recoil energy at which atoms act as touching: 2.05 eV
E = 100 eV, energies of recoil, upper, lower in eV:
  together:   57.10, 21.451, 21.451; vx/v = 0.7556, vy/v = 0.0000
  successive: 71.80, 10.385, 17.814; vx/v = 0.8398, vy/v = 0.1132
  largest relative difference in transfer: 51.59 %
E = 300 eV, energies of recoil, upper, lower in eV:
  together:   277.40, 11.299, 11.299; vx/v = 0.9616, vy/v = 0.0000
  successive: 282.94, 7.694, 9.367; vx/v = 0.9710, vy/v = 0.0186
  largest relative difference in transfer: 31.90 %
E = 1000 eV, energies of recoil, upper, lower in eV:
  together:   992.02, 3.992, 3.992; vx/v = 0.9960, vy/v = 0.0000
  successive: 992.95, 3.471, 3.583; vx/v = 0.9965, vy/v = 0.0010
  largest relative difference in transfer: 13.05 %
E = 10000 eV, energies of recoil, upper, lower in eV:
  together:   9999.15, 0.426, 0.426; vx/v = 1.0000, vy/v = 0.0000
  successive: 9999.16, 0.420, 0.420; vx/v = 1.0000, vy/v = 0.0000
  largest relative difference in transfer: 1.51 %
100 eV, upper transfer by scattering integral: 10.385 eV
100 eV, together, path 0.008 nm off axis: 56.28, 24.09, 19.63 eV
100 eV, electronic loss over one bond length: 2.07 eV
displacement threshold (rough input): 15 eV
OK
```
